# Why a Transparent Superconducting Contact Conducts Charge but Blocks Electronic Heat

Take a ballistic contact between a normal metal and superconducting indium, 100 nm across and at 0.7 K. In the model worked out below its electrical conductance is 21.8 S. If its heat conductance is estimated from that number by the Wiedemann–Franz law, $\kappa=L_0GT$ with $L_0=\pi^2k^2/3e^2$, the answer is about $3.7\times10^5$ pW/K. The electronic heat conductance of the same model is $1.4\times10^3$ pW/K, smaller by a factor of about 260. A thermal budget built on the electrical measurement would therefore be badly wrong. Yet at a given small voltage the contact carries twice the charge current of its normal state.

## The model

A normal metal N fills $x<0$ and an s-wave superconductor S fills $x>0$. The pair potential is a step, zero in N and a real constant $\Delta$ in S. There is no barrier and the Fermi velocities match. Transport is ballistic through $N_c$ orbital channels, each with two spins. Excitation energies $E>0$ are measured from the chemical potential $\mu$ of the condensate, and $\Delta\ll\mu$. An excitation has an electron amplitude $u$ and a hole amplitude $v$ obeying the Bogoliubov–de Gennes equations

$$Eu=-\frac{\hbar^2}{2m}u''-\mu u+\Delta v,\qquad Ev=\frac{\hbar^2}{2m}v''+\mu v+\Delta u .$$

For a transverse mode, $\mu$ stands for the energy left for motion along $x$. The few grazing modes for which this is not large compared with $\Delta$ are ignored.

Two currents matter. Solve the equations for $u''$ and $v''$, multiply by $u^*$ and $v^*$, and take imaginary parts. Terms proportional to $|u|^2$ and $|v|^2$ are real and drop out:

$$\operatorname{Im}(u^*u'')=\frac{2m\Delta}{\hbar^2}\operatorname{Im}(u^*v),\qquad
\operatorname{Im}(v^*v'')=-\frac{2m\Delta}{\hbar^2}\operatorname{Im}(v^*u)=\frac{2m\Delta}{\hbar^2}\operatorname{Im}(u^*v).$$

Since $(u^*u')'=|u'|^2+u^*u''$, the left sides are the derivatives of $\operatorname{Im}(u^*u')$ and $\operatorname{Im}(v^*v')$. Subtracting and adding gives

$$\frac{d}{dx}\operatorname{Im}(u^*u'-v^*v')=0,\qquad
\frac{d}{dx}\operatorname{Im}(u^*u'+v^*v')=\frac{4m\Delta}{\hbar^2}\operatorname{Im}(u^*v).$$

The difference is the current of excitations; multiplied by $E$ it is the energy current. The minus sign appears because a hole moves against its wavevector. The sum is the charge current carried by excitations, in which a hole moving left counts like an electron moving right. Excitations and their energy are conserved, whereas their charge can be exchanged with the condensate. The whole effect rests on this difference.

## Reflection at the step

In S try $(u,v)e^{ikx}$ and put $\xi=\hbar^2k^2/2m-\mu$. The equations become $(E-\xi)u=\Delta v$ and $(E+\xi)v=\Delta u$, so $\xi=\pm\varepsilon$ with $\varepsilon=\sqrt{E^2-\Delta^2}$. The electron-like wave, $\xi=\varepsilon$, has

$$\frac vu=r,\qquad r=\frac{E-\varepsilon}{\Delta}.$$

The hole-like wave has $v/u=(E+\varepsilon)/\Delta=1/r$, because $(E-\varepsilon)(E+\varepsilon)=\Delta^2$.

Send in an electron, $(1,0)e^{ik_Fx}$. It may return as a hole, $a(0,1)e^{ik_Fx}$, or as an electron, $b(1,0)e^{-ik_Fx}$. In S the outgoing waves are $c(1,r)e^{ik_Fx}$ and $d(r,1)e^{-ik_Fx}$. All wavevectors are set to $\pm k_F$ at the interface, with a relative error of order $\Delta/\mu$. Continuity of $u$ and $u'$ requires

$$1+b=c+dr,\qquad 1-b=c-dr,$$

hence $c=1$ and $b=dr$. Continuity of $v$ and $v'$ requires $a=cr+d$ and $a=cr-d$, hence $d=0$ and $a=r$. So $b=0$: nothing returns as an electron. The probability of return as a hole, called Andreev reflection, is $A=|r|^2$.

Below the gap $\varepsilon=i\eta$ with $\eta=\sqrt{\Delta^2-E^2}$, the sign being chosen so that the wave decays into S. Then

$$A=\frac{E^2+\eta^2}{\Delta^2}=1\qquad(E<\Delta).$$

Above the gap $r$ is real and

$$A=\frac{(E-\varepsilon)^2}{(E-\varepsilon)(E+\varepsilon)}=\frac{E-\varepsilon}{E+\varepsilon},\qquad
\tau=1-A=\frac{2\varepsilon}{E+\varepsilon}\qquad(E>\Delta),$$

where $\tau$ is the probability of entering S. An incident hole gives the same probabilities, since exchanging $u$ with $v$ and reversing the wavevectors repeats the calculation.

## Where the charge goes and why the energy does not

For $E<\Delta$ the incident electron and the returning hole each contribute $+1$ to the charge current, so two electron charges enter S per incident electron. For the excitation current they contribute $+1$ and $-1$: the hole takes the energy $E$ back.

Inside S, $\hbar^2k^2/2m=\mu+i\eta$ gives $k\simeq k_F+i\eta/\hbar v_F$, so $|u|^2=|v|^2=e^{-x/\ell}$ with

$$\ell=\frac{\hbar v_F}{2\sqrt{\Delta^2-E^2}} .$$

The charge current of the excitations is $2k_Fe^{-x/\ell}$, with slope $-(2k_F/\ell)e^{-x/\ell}=-(4m\eta/\hbar^2)e^{-x/\ell}$. The source term is the same: $\operatorname{Im}r=-\eta/\Delta$ turns $(4m\Delta/\hbar^2)\operatorname{Im}(u^*v)$ into $-(4m\eta/\hbar^2)e^{-x/\ell}$. What the excitations lose, the condensate gains as supercurrent. A numerical solution at $E=0.6\Delta$ gave 2.0000 charges entering S and 2.0000 supplied to the condensate.

In the electron picture, a pair is made from one electron at $\mu+E$ and one at $\mu-E$. Their total energy is $2\mu$, just that of a condensate pair. Charge $2e$ is delivered with no excitation energy left over.

A barrier does not change the heat argument. For $E<\Delta$ the wave in S decays, so the conserved excitation current vanishes far inside and therefore everywhere. With $B$ the probability of ordinary reflection, $A+B=1$ for any barrier. The gap blocks the heat; transparency decides whether the reflected excitation is a hole, which passes charge, or an electron, which does not.

## Electrical conductance

Let N be at voltage $V$. Count electron states at all energies, positive and negative, with $f$ the Fermi function. States moving toward S are filled with probability $f(E-eV)$. Those moving away are filled by ordinary reflection, by Andreev reflection of holes, whose occupation is $1-f(-E-eV)=f(E+eV)$, and by excitations from S. Each channel and spin contributes $e/h$ per unit energy, so

$$I=\frac{2eN_c}{h}\int_{-\infty}^{\infty}\!dE\,[(1-B)f(E-eV)-Af(E+eV)-(1-A-B)f(E)] .$$

At $V=0$ the bracket vanishes. To first order it is $-eVf'(E)(1-B+A)$, and

$$G=\frac{2e^2N_c}{h}\int_{-\infty}^{\infty}dE\,(-f')(1+A-B).$$

For $kT\ll\Delta$ the transparent contact has $A=1$ and $B=0$, so $G=4e^2N_c/h$, twice the normal value $G_N=2e^2N_c/h$.

## Thermal conductance

Now set $V=0$ and give the two sides different temperatures. For each channel and each $E>0$ there are two spins and two kinds of incident excitation, electron and hole, hence a factor 4. Flow from S to N has the same total transmission. The scattering matrix is unitary, so its squared elements sum to one along every row and every column. With two incoming and two outgoing waves on the N side per spin, whatever total is missing from N-to-N scattering equals both the N-to-S and the S-to-N total. Therefore

$$\dot Q=\frac{4N_c}{h}\int_\Delta^\infty dE\,E\,\tau(E)\,[f(E,T_N)-f(E,T_S)] .$$

Using $\partial f/\partial T=(E/T)(-\partial f/\partial E)$,

$$\kappa=\frac{4N_c}{hT}\int_\Delta^\infty dE\,E^2\,\tau(E)\left(-\frac{\partial f}{\partial E}\right).$$

Electrons and holes carry opposite charges with equal probabilities, so a temperature difference drives no charge current in this approximation. The value at zero voltage is thus also the value at zero current.

The normal limit checks the factor 4. With $\Delta=0$ and $\tau=1$ the integral is $\pi^2k^2T^2/6$, so $\kappa_N=2\pi^2k^2TN_c/3h$ and $\kappa_N/G_NT=L_0$, as it should be.

### Low-temperature law

Let $a=\Delta/kT\gg1$ and $E=\Delta(1+y)$. Then $-\partial f/\partial E\simeq e^{-a(1+y)}/kT$, and only $y\lesssim1/a$ matters. There $\varepsilon\simeq\Delta\sqrt{2y}$, so $\tau\simeq2\sqrt{2y}$. With $\int_0^\infty\sqrt y\,e^{-ay}dy=\tfrac12\sqrt\pi\,a^{-3/2}$,

$$\kappa\simeq\frac{4N_c}{hkT^2}\,\Delta^3e^{-a}\,2\sqrt2\,\frac{\sqrt\pi}{2}\,a^{-3/2}.$$

Since $\Delta^3/kT^2=k\Delta\,a^2$,

$$\boxed{\;\kappa\simeq\frac{4\sqrt{2\pi}\,N_ck\Delta}{h}\sqrt{\frac{\Delta}{kT}}\;e^{-\Delta/kT}\;}$$

The exponential counts excitations with enough energy to exist in S. The prefactor records that those just above the gap are still mostly Andreev reflected: $\tau=0.25$ at $E=1.01\Delta$, and 0.93 at $2\Delta$.

### A form for ordinary temperatures

The next term, $\tau\simeq2\sqrt{2y}-4y$, contributes $-4/a^2$ beside $\sqrt{2\pi}\,a^{-3/2}$. The law is thus multiplied by $1-2\sqrt{2/\pi}\,a^{-1/2}+\dots$, a slow approach. The two-term form is useful only for very large $a$: at $a=8.3$ it gives 0.45 where the true ratio is 0.83, and at $a=50$ it gives 0.77 against 0.85. The integral can instead be done in full. With $x=E/\Delta$, multiplying numerator and denominator of $\tau$ by $E-\varepsilon$ gives $\tau=2\varepsilon(E-\varepsilon)/\Delta^2$, so

$$x^2\tau=2\left[x^3\sqrt{x^2-1}-(x^4-x^2)\right].$$

Start from $\int_1^\infty\sqrt{x^2-1}\,e^{-ax}dx=K_1(a)/a$, with $K_n$ the modified Bessel functions. Each factor $x$ is supplied by $-d/da$, and $(a^{-n}K_n)'=-a^{-n}K_{n+1}$. The three steps give

$$\frac{K_1}{a}\to\frac{K_2}{a}\to\frac{K_3}{a}-\frac{K_2}{a^2}\to\frac{K_4}{a}-\frac{3K_3}{a^2}.$$

The polynomial $x^4-x^2$ is integrated by parts; at $x=1$ it and its derivatives are $0,2,10,24,24$. Hence

$$I(a)=\int_1^\infty x^2\tau e^{-ax}dx=2\left[\frac{K_4}{a}-\frac{3K_3}{a^2}-e^{-a}\left(\frac2{a^2}+\frac{10}{a^3}+\frac{24}{a^4}+\frac{24}{a^5}\right)\right].$$

Expanding $-\partial f/\partial E=(kT)^{-1}\sum_{n\ge1}(-1)^{n+1}n\,e^{-nE/kT}$ yields

$$\kappa=\frac{4N_ck\Delta}{h}\,a^2\sum_{n=1}^\infty(-1)^{n+1}n\,I(na).$$

As a test, the matching equations were solved with unequal electron and hole wavevectors for $\Delta=10^{-4}\mu$, and the heat current was differentiated numerically at $a=8$. It agreed with this series to a relative $7\times10^{-6}$.

## An imperfect contact

Put a barrier of normal-state transmission $D$ in N, right at the step, and let $R=1-D$. An electron that passes it is converted to a hole with amplitude $r$. The hole either leaves or is reflected by the barrier, is converted back to an electron with amplitude $r$, and may be reflected again. Hole amplitudes at the barrier are complex conjugates of electron amplitudes, so one round trip multiplies the wave by $Rr^2$. Summing the geometric series,

$$A=\frac{D^2|r|^2}{|1-Rr^2|^2}.$$

At $E=0$, $r^2=-1$ and $A=D^2/(2-D)^2$. Since $B=1-A$, $1+A-B=2A$: in the low-temperature limit the charge conductance is multiplied by $1/s^2$, where $s=(2-D)/D$.

Above the gap, electrons strike the step with flux $D/(1-Rr^2)^2$ and holes with $Rr^2$ times that. Each enters S with probability $1-r^2$:

$$\tau=\frac{D(1-r^2)(1+Rr^2)}{(1-Rr^2)^2}.$$

Insert $r^2=(1-w)/(1+w)$ with $w=\varepsilon/E$. Then $1-r^2=2w/(1+w)$, $1+Rr^2=D(s+w)/(1+w)$ and $1-Rr^2=D(1+sw)/(1+w)$, so

$$\tau=\frac{2w(s+w)}{(1+sw)^2}.$$

Near the gap $\tau\to2sw$. At sufficiently low temperature, where $sw\ll1$ for the thermal excitations, a barrier multiplies the heat conductance by nearly $s$ while it lowers the charge conductance. Ordinary reflection cannot be what blocks the heat of a transparent contact.

## Numbers for an indium contact

The inputs are rough typical values: $\Delta=0.50$ meV, $k_F=15$ nm$^{-1}$ and the free-electron mass. A circular opening 100 nm wide has area $S=7854$ nm², and counting transverse wavevectors inside the Fermi circle gives

$$N_c=\frac{S\,\pi k_F^2}{(2\pi)^2}=\frac{7854\times225}{4\pi}\simeq1.406\times10^5 .$$

For a hard-wall opening the perimeter correction lowers this count, and every electronic conductance below, by about 0.3%. The normal conductance is 10.9 S. At 0.7 K the superconducting contact has 21.8 S, or 46 mΩ.

At this temperature $a=8.289$. The scale $4N_ck\Delta/h$ is $9.39\times10^5$ pW/K, so the leading law gives

$$9.39\times10^5\times\sqrt{2\pi\times8.289}\times e^{-8.289}\simeq1.70\times10^3\ \text{pW/K}.$$

The full series gives $1.42\times10^3$ pW/K; the leading law is 20% above it. The value depends strongly on the gap: with 0.54 meV instead of 0.50 meV it would be about 820 pW/K. Heat conductances in pW/K are:

| $T$ (K) | normal | NS, full | NS, leading | phonons |
|---|---|---|---|---|
| 0.3 | 7.99×10⁴ | 0.034 | 0.041 | 5.4 |
| 0.5 | 1.33×10⁵ | 60 | 73 | 25 |
| 0.7 | 1.86×10⁵ | 1420 | 1700 | 68 |
| 1.0 | 2.66×10⁵ | 14800 | 17100 | 199 |

An Arrhenius plot has a slope slightly below the gap. From the leading law, $-k\,d\ln\kappa/d(1/T)=\Delta-kT/2=0.470$ meV at 0.7 K; the full result gives 0.474 meV.

The last column estimates the heat carried by phonons through the opening; any solid around the opening adds a further path. Each of three sound branches, with speed $c=1.1$ km/s, has $S\omega^2/4\pi c^2$ channels. If all phonons pass, the power emitted through the opening is

$$P=3\int_0^\infty\frac{d\omega}{2\pi}\,\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,\frac{S\omega^2}{4\pi c^2}=\frac{\pi^2S(kT)^4}{40\hbar^3c^2},$$

because $\int_0^\infty z^3dz/(e^z-1)=\pi^4/15$. Its derivative is $\kappa_{ph}=\pi^2Sk^4T^3/10\hbar^3c^2$. This overtakes the electronic part below about 0.45 K. The estimate is rough there, since $hc/kT$ is comparable to the opening. Further cooling suppresses the electronic heat but no longer improves the insulation exponentially.

## How far real contacts depart

The 100 nm opening was chosen to stay below the assumed mean free path of 1000 nm. In a wider or dirtier contact, diffusion replaces the channel formula. The conversion length $\ell$, about 1140 nm at $E=0$ and longer toward the gap, is not below that mean free path; scattering inside S over this distance is left out of the model. Even here, scattering in the normal lead adds roughly several per cent to the contact resistance.

The assumption of transparency fails if an oxide or, on a semiconductor, a Schottky barrier lies at the interface. At 0.7 K, $D=0.9$ in every channel multiplies the charge conductance by 0.68 but the heat conductance by only 1.007. For this barrier the heat factor stays within about 5% of 1 from 0.3 to 1.0 K; the low-temperature limit $s=1.22$ is approached only far below that range. Two effects compete. Setting $\tau$ equal to its barrier-free value $2w/(1+w)$ gives $(1+s)w^2+w=1$, so $w=0.48$ for $s=1.22$, or $E=1.14\Delta$. That lies about $1.2\,kT$ above the gap: the barrier helps excitations below this energy and hinders those above it. A ratio of 1.3 between the velocities along $x$ on the two sides, taken the same for every channel and with no barrier, gives $D=0.983$ and factors of 0.937 and 1.002. At a real interface $D$ depends on the angle of incidence and oblique channels are reflected more. With equal masses, Fermi wavevectors in the ratio 1.3 (larger in S) and the transverse wavevector conserved, the channel average of $D$ is 0.91 and the factors are 0.75 and 0.998. A thin (delta-function) barrier with $D=0.9$ at normal incidence has average $D=0.74$ and factors 0.44 and 0.97. The charge conductance is sensitive to this averaging; the heat conductance hardly is.

The pair potential may also rise smoothly instead of in a step, which can weaken the Andreev reflection just above the gap. Since $\tau\le1$, and no excitation below $\Delta$ can travel in the bulk of S, $\kappa$ at 0.7 K cannot exceed 1.75 times the step value for the same $\Delta$ and $N_c$. The weakening of the gap with temperature, in weak-coupling mean-field theory, raises $\kappa$ by 0.15% at 0.7 K and 1.4% at 1.0 K. The exponential blocking survives these corrections. It would fail if S had states below $\Delta$ through which excitations could travel, as near a gap node or in a region driven normal by a magnetic field. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
TESTS
largest error of scattering probabilities: 3.6e-05
relative error of heat conductance, gap/kT=8: 7.0e-06
charge entering S per electron, E=0.6 gap: 2.0000 e
charge supplied to condensate, same case: 2.0000 e
largest excitation current in S: 4.4e-16
first correction coefficient, numerical: 1.591
low-T heat factor for D=0.9 against D=1: 1.221
INPUTS (rough typical values for indium)
gap: 0.50 meV; contact diameter: 100 nm
Fermi wavevector: 15.0 1/nm; mean free path: 1000 nm
Debye sound speed: 1.1 km/s
CHARGE
orbital channels: 140625; counted in square: 140213
Fermi velocity: 1737 km/s
normal conductance: 10.896 S
NS conductance at 0.7 K: 21.789 S
conductance ratio NS/normal at 0.7 K: 1.9997
NS contact resistance at 0.7 K: 45.90 mohm
charge conversion length at E=0: 1143 nm
coherence length hbar vF/(pi gap): 728 nm
ENTRY PROBABILITY tau AND ANDREEV PROBABILITY A
E/gap=0.50: tau=0.0000, A=1.0000
E/gap=1.01: tau=0.2462, A=0.7538
E/gap=1.10: tau=0.5882, A=0.4118
E/gap=1.50: tau=0.8541, A=0.1459
E/gap=2.00: tau=0.9282, A=0.0718
HEAT CONDUCTANCE in pW/K
T(K)  gap/kT  normal     NS         leading    phonon
0.3   19.341  7.986e+04  3.396e-02  4.124e-02  5.359e+00
0.5   11.605  1.331e+05  6.018e+01  7.316e+01  2.481e+01
0.7    8.289  1.863e+05  1.421e+03  1.703e+03  6.808e+01
1.0    5.802  2.662e+05  1.478e+04  1.712e+04  1.985e+02
NS/normal heat ratio at 0.7 K: 7.624e-03
kappa/(G T L0) at 0.7 K: 3.813e-03
leading law/full result at 0.7 K: 1.199
apparent activation energy at 0.7 K: 0.4738 meV
NEGLECTED EFFECTS
phonon and electron heat equal at: 0.452 K
residual barrier, D=0.900, 0.7 K: G x 0.681, kappa x 1.007
velocity ratio 1.3, D=0.983, 0.7 K: G x 0.937, kappa x 1.002
gap(T)/gap(0) at 0.7 K: 0.99978; kappa x 1.0015
gap(T)/gap(0) at 1.0 K: 0.99687; kappa x 1.0140
smooth pair potential, upper bound at 0.7 K: kappa x 1.749
normal-lead spreading/contact resistance: 0.0589
```
